# Thermomigration of a dilute solute in a sealed bar

## Question

A straight bar of length $L$ lies along $x$. Its cold end, at $x=0$, is held at $T_c=600$ K and its hot end, at $x=L$, at $T_h=700$ K. The bar contains a small amount of dissolved solute with concentration $c(x)$, the number of solute atoms per unit volume. No solute can pass through the surfaces of the bar, and none is created or trapped inside. The host material is uniform and at rest, and its thermal expansion and stress are neglected.

The solute flux along $+x$ obeys the linear law

$$J=-\frac{Dc}{kT}\left[\left(\frac{d\mu}{dx}\right)_T+\frac{Q}{T}\frac{dT}{dx}\right],$$

where $D>0$ is the diffusivity, which may depend on temperature, $k$ is the Boltzmann constant and $\mu$ is the chemical potential of the solute. The subscript $T$ means that only the part of the gradient caused by the change of composition is counted. The heat of transport $Q=0.2$ eV is constant. Energies are in eV and temperatures in K, so $k=8.617\times10^{-5}$ eV/K.

**(a)** Solute atoms do not interact with one another. Reduce the flux law to one containing only $c$, $T$ and their gradients, and say which way a positive $Q$ drives the solute.

**(b)** Show that in the steady state the flux vanishes at every point, and find how $c$ depends on the local temperature.

**(c)** Calculate the steady ratio $R=c(T_c)/c(T_h)$. Which properties of the bar does it not depend on?

**(d)** Simplify $R$ for a small temperature difference, and judge the simplified forms for the present bar.

**(e)** The temperature rises linearly along the bar. Find the concentration at each end relative to the average over the bar.

**(f)** The ends are now opened to reservoirs that hold both end concentrations at the same value $c_e$. The profile is still linear, and $D$ is thermally activated with energy $E=1$ eV. Find the steady flux, and explain why the result of (c) no longer applies.

**(g)** The solute occupies a fraction $\theta$ of the available sites, at most one atom per site, with no other interaction. How does the ratio change when $\theta$ is not negligible? Discuss what else limits the use of $R$ for real materials.

## Model answers

### (a) The flux law for a dilute solute

Without interactions, and with few sites occupied, the chemical potential is

$$\mu=\mu_0(T)+kT\ln\frac{c}{c_0},$$

where $c_0$ is a fixed reference concentration. The composition part of the gradient is taken at constant $T$, so neither $\mu_0(T)$ nor the prefactor $kT$ is differentiated:

$$\left(\frac{d\mu}{dx}\right)_T=\left(\frac{\partial\mu}{\partial c}\right)_T\frac{dc}{dx}=\frac{kT}{c}\frac{dc}{dx}.$$

Inserting this and multiplying out the factor $Dc/kT$ gives

$$J=-D\left[\frac{dc}{dx}+\frac{Qc}{kT^2}\frac{dT}{dx}\right].$$

The first term is ordinary diffusion down the concentration gradient. The second acts even when $c$ is uniform. For $Q>0$ and $dT/dx>0$ it is negative, so it carries solute towards $-x$, the cold end. A negative $Q$ would drive solute towards the hot end.

The value of $Q$ belongs to this form of the law. If the full gradient of $\mu$ were used instead, the derivative of $\mu$ with respect to temperature would appear as well, and the coefficient of $dT/dx$ would have to be redefined to describe the same flux.

### (b) The steady concentration profile

Solute is conserved, so

$$\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}.$$

In the steady state the left side is zero, and $J$ has the same value at all $x$. Nothing passes through the sealed ends, so $J=0$ there, and therefore $J=0$ everywhere. Both conditions are needed: steadiness makes the flux uniform, and the seals make it zero.

Since $D>0$, the bracket in the flux law must vanish. Dividing it by $c$ gives

$$\frac{1}{c}\frac{dc}{dx}=-\frac{Q}{kT^2}\frac{dT}{dx}.$$

The left side is $d(\ln c)/dx$. On the right, the chain rule gives $d(1/T)/dx=-(1/T^2)\,dT/dx$, and because $Q$ is constant,

$$\frac{d\ln c}{dx}=\frac{d}{dx}\left(\frac{Q}{kT}\right).$$

The difference $\ln c-Q/kT$ is thus the same at every point, or

$$c(x)=A\exp\left[\frac{Q}{kT(x)}\right],$$

where the constant $A$ is fixed by the total amount of solute. The exponential resembles a Boltzmann factor, but the bar is not in thermal equilibrium: heat flows through it continuously. $Q$ is a transport coefficient and not a binding energy. What has stopped is the net flow of solute, because thermomigration towards the cold end is balanced by diffusion back towards the hot end.

### (c) The cold-to-hot ratio

The constant $A$ cancels when the profile is evaluated at the two ends and divided:

$$R=\frac{c(T_c)}{c(T_h)}=\exp\left[\frac{Q}{k}\left(\frac{1}{T_c}-\frac{1}{T_h}\right)\right].$$

The numbers are

$$\frac{Q}{k}=\frac{0.2\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}=2321\ \text{K},$$

$$\frac{1}{600\ \text{K}}-\frac{1}{700\ \text{K}}=2.38095\times10^{-4}\ \text{K}^{-1}.$$

Their product is $0.5526$, so

$$R=e^{0.5526}=1.738.$$

The cold end holds about 1.74 times the concentration of the hot end. Equivalently, the hot end has $0.575$ of the cold-end concentration. For $Q=0$ the ratio is 1, and reversing the sign of $Q$ turns $R$ into $1/R$.

The ratio does not depend on the length of the bar, the diffusivity, the total amount of solute (while it stays dilute) or the shape of the temperature profile between the ends. The diffusivity multiplies both terms of the flux, so it sets the pace of the approach and drops out of the balance.

The independence of the diffusivity and of the temperature profile was tested by following the conservation law in time on a grid, without using the integrated formula. With $s=x/L$, the profiles were $T=600+100s$, $T=600+100s^2$ and $T=600+100\,(s+0.3\sin2\pi s)$, all in K; the last one falls with $s$ over part of the bar. The second and third profiles could be maintained only by adding or removing heat along the bar; they serve here to test the formula. With $D$ activated by 1 eV and a uniform start, each gave $1.7378$. For the linear profile the same value came from a constant $D$, and from a start with all the solute in the hot half.

The time needed is of order $L^2/D$. For illustration, $L=1$ mm and $D=10^{-12}$ m²/s give $L^2/D=10^6$ s, about twelve days. This fixes only the scale. For constant $D$ the slowest part of the deviation decays with a time constant close to $L^2/\pi^2D\approx0.10\,L^2/D$, and from a uniform start the end ratio is within 1% of $R$ after about $0.4\,L^2/D$. For $D$ activated by 1 eV this takes about $1.7\,L^2/D$, with $D$ taken at the hot end. With an activation energy of 1 eV, the diffusivity at the cold end is $0.063$ of that at the hot end, so the cold part of the bar is the slow one.

### (d) Small temperature difference

Let $\Delta T=T_h-T_c$ and $T_m=(T_c+T_h)/2$. Putting the exponent over a common denominator gives

$$\ln R=\frac{Q}{k}\,\frac{T_h-T_c}{T_cT_h}=\frac{Q\,\Delta T}{k\,T_cT_h}.$$

Since $T_c=T_m-\Delta T/2$ and $T_h=T_m+\Delta T/2$, the product is

$$T_cT_h=T_m^2-\frac{(\Delta T)^2}{4}.$$

For $\Delta T\ll T_m$ the last term can be dropped:

$$R\approx\exp\left(\frac{Q\,\Delta T}{kT_m^2}\right).$$

Here $T_m=650$ K, and $T_m^2=422\,500$ K² replaces $T_cT_h=420\,000$ K². The denominator is slightly too large, so for positive $Q$ the estimate is slightly too small. It gives $1.732$, which is 0.3% below the full result.

If the exponent itself is small, the exponential can also be expanded to first order, $R\approx1+Q\,\Delta T/(kT_cT_h)$. This gives $1.553$, about 11% below $1.738$. The two approximations have different conditions. The first needs $\Delta T$ small compared with $T_m$ and an exponent that is not very large, because the relative error of the exponent is multiplied by the exponent itself. Both hold here. The second needs $Q\,\Delta T$ small compared with $kT_cT_h$, and an exponent of 0.55 is too large for that.

### (e) End concentrations relative to the average

Define the concentration relative to the hot end,

$$r(s)=\frac{c(s)}{c(T_h)}=\exp\left[\frac{Q}{k}\left(\frac{1}{T(s)}-\frac{1}{T_h}\right)\right],\qquad T(s)=T_c+s\,\Delta T.$$

The average concentration is $\bar c=c(T_h)\,I$ with $I=\int_0^1 r\,ds$. Hence

$$\frac{c(T_c)}{\bar c}=\frac{R}{I},\qquad \frac{c(T_h)}{\bar c}=\frac{1}{I}.$$

At 600, 625, 650, 675 and 700 K, $r$ equals $1.7378$, $1.4886$, $1.2905$, $1.1307$ and $1$. Simpson's rule with these five points gives

$$I\approx\frac{1.7378+4(1.4886)+2(1.2905)+4(1.1307)+1}{12}=1.3163.$$

Therefore

$$\frac{c(T_c)}{\bar c}=\frac{1.7378}{1.3163}=1.320,\qquad\frac{c(T_h)}{\bar c}=\frac{1}{1.3163}=0.760.$$

The cold end is enriched by 32% and the hot end depleted by 24%, both relative to the average. Unlike their quotient, these two numbers depend on the temperature profile, because the profile decides how much of the bar lies near each temperature.

### (f) A steady bar with open ends

The flux is still uniform in the steady state, but it need not be zero. To integrate the flux law, note that

$$\frac{d}{dx}\left(c\,e^{-Q/kT}\right)=e^{-Q/kT}\left[\frac{dc}{dx}+\frac{Qc}{kT^2}\frac{dT}{dx}\right]=-\frac{J}{D}\,e^{-Q/kT}.$$

Integrating from $x=0$ to $x=L$, with $J$ constant and $c=c_e$ at both ends, gives

$$c_e\left(e^{-Q/kT_h}-e^{-Q/kT_c}\right)=-J\int_0^L\frac{e^{-Q/kT}}{D}\,dx.$$

Now multiply both sides by $e^{Q/kT_h}$. The left side becomes $c_e(1-1/R)$, and the exponential in the integral becomes $1/r$. The activated diffusivity is

$$D=D_h\exp\left[-\frac{E}{k}\left(\frac1T-\frac1{T_h}\right)\right]=D_h\,r^{-E/Q}=D_h\,r^{-5},$$

where $D_h$ is its value at the hot end and $E/Q=5$. The integrand is then $r^{-1}r^{5}/D_h=r^4/D_h$, and with $dx=L\,ds$,

$$J=-\frac{D_hc_e}{L}\,\frac{1-1/R}{\int_0^1r^4\,ds}.$$

The fourth powers of the five values in (e) are $9.120$, $4.910$, $2.774$, $1.635$ and $1$, and Simpson's rule gives $3.487$ for the integral. The numerator is $1-0.5755=0.4245$, so

$$J\approx-0.122\,\frac{D_hc_e}{L}.$$

A direct numerical solution of the steady diffusion problem on a grid gives $-0.1219$ in the same units. The minus sign means that solute enters at the hot end and leaves at the cold end.

This bar is steady, yet its end concentrations are equal. The ratio is 1 because the reservoirs impose it, and the balance of (b) fails because the flux is not zero. The result of (c) therefore describes a steady state without solute flow, and "steady" alone is too weak a condition.

### (g) Finite occupation and real materials

When each site holds at most one atom, the ideal chemical potential is

$$\mu=\mu_0(T)+kT\ln\frac{\theta}{1-\theta}.$$

At zero flux the bracket of the original law still vanishes. The steps of (b) can be repeated with $\theta/(1-\theta)$ in place of $c$, provided that $Q$ remains constant. It follows that

$$\frac{\theta_c}{1-\theta_c}=R\,\frac{\theta_h}{1-\theta_h}.$$

Multiplying by $(1-\theta_c)(1-\theta_h)$ and collecting the terms in $\theta_c$ gives $\theta_c\,(1-\theta_h+R\theta_h)=R\theta_h$, so

$$\frac{\theta_c}{\theta_h}=\frac{R}{1+(R-1)\theta_h}.$$

For $\theta_h\to0$ this returns $R$. For $\theta_h=0.01$ the denominator is $1.0074$ and the ratio is $1.725$, which is 0.7% below $R$. Blocking reduces the enrichment because the cold end has fewer free sites to offer. For a nearly full lattice, $\theta_h\to1$, the ratio tends to 1.

The value $Q=0.2$ eV is chosen for illustration. For a real material, both the sign and the size of $Q$ must be known for the particular solute and host. In a dilute alloy, an error in $Q$ can matter more than blocking. The exponent is proportional to $Q$, so a change of 0.05 eV alters it by a quarter, $0.138$, and multiplies or divides $R$ by about $1.15$. If $Q$ varies with temperature, $Q/k$ must be kept inside the integral,

$$\ln R=\int_{T_c}^{T_h}\frac{Q(T)}{kT^2}\,dT.$$

Real parts may also break the sealed-end condition. A mobile solute such as hydrogen can escape through a surface, and part (f) shows that exchange with reservoirs can remove the concentration difference between the ends, although the concentration inside the bar is then still not uniform. If the cold end reaches its solubility limit, a second phase forms there. The dissolved concentration there then stops rising, while solute continues to arrive until the dissolved solute in the rest of the bar is in balance with it. Once this balance is reached, and provided the second phase is confined to a thin layer at the cold end, $R$ describes the dissolved solute but not the total solute content. If the layer is thick, the temperature at its inner boundary takes the place of $T_c$. The value 1.74 therefore applies to a sealed, single-phase, dilute bar in which $Q$ is 0.2 eV throughout, and which has been given time to settle between 600 K and 700 K. Further digits of the calculated values are in the numerical output.

## Computed results

```
Heat of transport Q: 0.2 eV
Cold-end temperature: 600 K
Hot-end temperature: 700 K
Boltzmann constant k: 8.617333e-05 eV/K
Q/k: 2320.90 K
1/T_cold - 1/T_hot: 2.380952e-04 1/K
Exponent, closed form: 0.55260 (dimensionless)
Exponent, quadrature: 0.55260 (dimensionless)
Cold-to-hot ratio, formula: 1.7378 (dimensionless)
Hot-to-cold ratio, formula: 0.5755 (dimensionless)
Mean temperature: 650 K
Ratio, mean-T estimate: 1.7321 (dimensionless)
Cold-to-hot ratio from time evolution (dimensionless):
  linear T, activated D: 1.7378
  linear T, constant D: 1.7378
  linear T, start in hot half: 1.7378
  curved T, activated D: 1.7378
  non-monotonic T, activated D: 1.7378
  linear T, Q = 0: 1.0000
  linear T, Q reversed: 0.5755
D_cold/D_hot for activated D (1 eV): 0.0631
Linear T profile, concentration over bar average:
  cold end: 1.3202 (dimensionless)
  hot end: 0.7597 (dimensionless)
Open bar, equal end concentrations c_end, activated D:
  steady flux: -0.1219 D_hot c_end/L
  (a negative flux runs from hot to cold)
```
